# Hidden Momentum of a Current Loop Beside a Charge at Rest

A steady current loop and a charge $Q$ are both at rest. The electric field of the charge and the magnetic field of the loop overlap, and the integral of $\mathbf E\times\mathbf B/4\pi c$ over space is in general not zero. If this were the momentum of the whole system, something would be badly wrong. The centre of energy of an isolated system of energy $\mathcal E$ moves with velocity $c^2\mathbf P/\mathcal E$. It would have to drift for ever, although the charge, the loop and the distribution of energy stay where they are.

The field momentum is real. The error lies in setting the momentum of the matter to zero because the loop does not move. Its carriers do move, and at order $1/c^2$ their momenta need not add up to zero.

## The momentum in the Darwin Lagrangian

I use Hartree atomic units with Gaussian-type fields, so that $c\approx137.036$. For classical point charges $q_i$ with masses $m_i$, positions $\mathbf x_i$ and velocities $\mathbf v_i$, the Darwin Lagrangian, valid through order $1/c^2$, is

$$
L=\sum_i\left(\frac{m_iv_i^2}{2}+\frac{m_iv_i^4}{8c^2}\right)-\sum_{i<j}\frac{q_iq_j}{r}
+\sum_{i<j}\frac{q_iq_j}{2c^2r}\big[\mathbf v_i\cdot\mathbf v_j+(\mathbf n\cdot\mathbf v_i)(\mathbf n\cdot\mathbf v_j)\big].
$$

Here $r=|\mathbf x_i-\mathbf x_j|$ and $\mathbf n=(\mathbf x_i-\mathbf x_j)/r$ belong to the pair. Radiation, which enters at order $1/c^3$, is left out, and so are the self-fields of the point charges.

The total momentum is $\mathbf P=\sum_i\partial L/\partial\mathbf v_i$. The kinetic terms give $m_i\mathbf v_i(1+v_i^2/2c^2)$. Differentiating a pair term with respect to $\mathbf v_i$ gives $\mathbf v_j+\mathbf n(\mathbf n\cdot\mathbf v_j)$ times the prefactor, and differentiating with respect to $\mathbf v_j$ gives the same with $\mathbf v_i$. Therefore

$$
\mathbf P=\sum_i m_i\mathbf v_i\left(1+\frac{v_i^2}{2c^2}\right)
+\sum_{i<j}\frac{q_iq_j}{2c^2r}\big[\mathbf w+\mathbf n(\mathbf n\cdot\mathbf w)\big],\qquad \mathbf w=\mathbf v_i+\mathbf v_j. \tag{1}
$$

The first sum is mechanical momentum, the second is the momentum of the mutual fields.

Let $Q$ rest at $\mathbf R$. Its mechanical momentum is zero, but its canonical momentum is not:

$$
\frac{\partial L}{\partial\mathbf v_Q}=\frac{Q}{c}\mathbf A(\mathbf R),\qquad
\mathbf A(\mathbf R)=\sum_i\frac{q_i}{2cr}\big[\mathbf v_i+\mathbf n(\mathbf n\cdot\mathbf v_i)\big]. \tag{2}
$$

The sum runs over the moving carriers. This is the field momentum of the charge and the loop.

## The counter-example: one electron on a ring

The smallest current loop is one electron, $q=-1$, $m=1$, sliding without friction in a rigid circular tube of radius $a=10$ bohr. The charge $Q=+1$ is held in the plane of the ring, on the $x$ axis, at $d=20$ bohr from the centre. The electron runs counterclockwise with mean speed 1 a.u. and period $T=62.83$ a.u. A neutralising charge $+1$ sits at the centre. Its potential is constant on the ring, so it does not change the speed. These are round model parameters, and the electron is treated classically.

With one carrier the current is steady only as an average over a period. For any function $f$ of position, $\mathbf v\,dt=d\mathbf l$ gives

$$
\overline{f\,\mathbf v}=\frac1T\int_0^T f\,\mathbf v\,dt=\frac1T\oint f\,d\mathbf l,\qquad I=\frac qT. \tag{3}
$$

**Mechanical momentum.** The Newtonian part averages to $(m/T)\oint d\mathbf l=0$. This holds for every speed profile, because where the electron is faster it also spends less time. In particular, relativistic corrections to the orbit cannot spoil it. What remains is

$$
\overline{\mathbf P}_{\rm mech}=\frac{1}{c^2T}\oint\frac{mv^2}{2}\,d\mathbf l. \tag{4}
$$

This already carries the factor $1/c^2$, so the Newtonian speed is sufficient. The wall force is normal to the velocity and does no work, hence $mv^2/2+q\Phi=\epsilon$ is constant, where $\Phi=Q/|\mathbf x-\mathbf R|$. (The constant potential of the central charge is absorbed in $\epsilon$.) The constant drops out of the closed integral:

$$
\overline{\mathbf P}_{\rm mech}=\frac{1}{c^2T}\oint(\epsilon-q\Phi)\,d\mathbf l
=-\frac{I}{c^2}\oint\Phi\,d\mathbf l=-\frac{QI}{c^2}\oint\frac{d\mathbf l}{|\mathbf x-\mathbf R|}. \tag{5}
$$

**Field momentum.** Averaging (2) with (3) gives

$$
\frac Qc\overline{\mathbf A}(\mathbf R)=\frac{QI}{2c^2}\oint\frac{d\mathbf l+\mathbf n(\mathbf n\cdot d\mathbf l)}{r}.
$$

To compare this with (5), move along the loop by $d\mathbf l$. With $\mathbf n=(\mathbf x-\mathbf R)/r$ and $dr=\mathbf n\cdot d\mathbf l$,

$$
d\mathbf n=\frac{d\mathbf l}{r}-\frac{(\mathbf x-\mathbf R)\,dr}{r^2}=\frac{d\mathbf l-\mathbf n(\mathbf n\cdot d\mathbf l)}{r}.
$$

Since $\mathbf n$ returns to its initial value, $\oint d\mathbf n=0$, and the two terms of the Darwin kernel have equal integrals. Hence

$$
\frac Qc\overline{\mathbf A}(\mathbf R)=\frac{QI}{c^2}\oint\frac{d\mathbf l}{|\mathbf x-\mathbf R|}=-\overline{\mathbf P}_{\rm mech}. \tag{6}
$$

The central charge adds no field momentum on average. There $r=a$ and $\mathbf n\cdot\mathbf v=0$, which leaves a multiple of $\oint d\mathbf l=0$.

**Numbers.** By symmetry the $x$ component of the loop integral vanishes. The $y$ component is a pure number,

$$
g=\int_0^{2\pi}\frac{\cos\theta\,d\theta}{\sqrt{1+(d/a)^2-2(d/a)\cos\theta}}=0.87315 .
$$

With $I=-1/62.83=-0.015915$ a.u., the field momentum is

$$
\frac{QIg}{c^2}=\frac{-0.015915\times0.87315}{(137.036)^2}=-7.400\times10^{-7}\ \text{a.u.}
$$

The mechanical side was obtained separately, by solving Newton's equation for the electron and averaging $(mv^2/2c^2)\mathbf v$ over the orbit. It gives $+7.400\times10^{-7}$ a.u., or $1.475\times10^{-30}$ kg m/s.

The electron passes the point nearest to $Q$ at 1.0459 a.u. and the farthest point at 0.9801 a.u. Energy conservation connects the two: $1.0459^2/2-1/10$ and $0.9801^2/2-1/30$ both equal 0.447 hartree. Near $Q$ the electron moves in the $+y$ direction, and it carries more kinetic energy there than on its way back. The integral in (4) counts this difference. The resulting mechanical momentum of a loop at rest is called hidden momentum, and here it points along $+y$.

## The second term is the momentum of the fields

Equation (2) came from a Lagrangian without field variables. It agrees with the field integral for a steady loop. Let $\mathbf E$ be the field of $Q$ and $\mathbf B=\nabla\times\mathbf A$, with $\mathbf A(\mathbf x)=(I/c)\oint d\mathbf l'/|\mathbf x-\mathbf x'|$. This potential satisfies $\nabla\cdot\mathbf A=0$, because its divergence is the closed integral of a total differential. In components, with summation over $k$,

$$
\int[\mathbf E\times(\nabla\times\mathbf A)]_i\,d^3x=\int\big(E_k\partial_iA_k-E_k\partial_kA_i\big)d^3x .
$$

Both terms are integrated by parts. At large distance $E$ and $A$ each fall off as the inverse square, so the surface terms vanish. The first term becomes $-\int A_k\partial_iE_k\,d^3x$. Since $\nabla\times\mathbf E=0$, this equals $-\int A_k\partial_kE_i\,d^3x=\int E_i\nabla\cdot\mathbf A\,d^3x=0$. The second becomes $\int A_i\nabla\cdot\mathbf E\,d^3x=4\pi QA_i(\mathbf R)$. Thus

$$
\frac{1}{4\pi c}\int\mathbf E\times\mathbf B\,d^3x=\frac Qc\mathbf A(\mathbf R).
$$

A direct quadrature of $\mathbf E\times\mathbf B$ over space for this ring, with each wire element smeared into a Gaussian $\propto e^{-s^2/w^2}$ of width $w=0.3a$ ($s$ is the distance from the element), gave 0.873152 in place of $g=0.873153$. The smearing hardly matters, because $Q$ lies well outside the smeared wire, where the vector potential is practically that of the thin ring.

## The general statement and its proof

Consider charges that interact through the Darwin Lagrangian. Some move in closed tubes and the others are held at rest. Assume that

- the tubes are rigid, at rest and frictionless, so that the wall forces are normal to the velocities;
- the forces that hold the resting charges act on bodies that do not move;
- the motion is periodic, or is a steady continuous flow.

Then the total momentum (1), averaged over a period, is zero through order $1/c^2$. In steady continuous flow it is zero at every instant. The walls add nothing to this order: they are at rest, no work is done on them, and no energy flows through them.

For the proof, write $V_{ij}=q_iq_j/r_{ij}$ and give each charge its own energy and half of its pair energies:

$$
\mathbf G=\sum_i\mathbf x_i\Big(m_ic^2+\frac{m_iv_i^2}{2}+\frac12\sum_{j\neq i}V_{ij}\Big).
$$

Its time derivative has two kinds of terms. Those in which $\mathbf x_i$ is differentiated are

$$
c^2\sum_im_i\mathbf v_i+\sum_i\frac{m_iv_i^2}{2}\mathbf v_i+\sum_{i<j}\frac{V_{ij}}{2}(\mathbf v_i+\mathbf v_j). \tag{7}
$$

In the others the energies are differentiated. These terms are smaller than the first sum in (7) by $1/c^2$, so Newton's equations suffice. The force on $i$ from $j$ is $V\mathbf n/r$, and the force on $j$ is its opposite. The kinetic energies therefore change at the rates $(V/r)\,\mathbf n\cdot\mathbf v_i$ and $-(V/r)\,\mathbf n\cdot\mathbf v_j$. The external forces have zero power and drop out. With $\dot r=\mathbf n\cdot(\mathbf v_i-\mathbf v_j)$, the pair energy changes at the rate $\dot V=-(V/r)\,\mathbf n\cdot(\mathbf v_i-\mathbf v_j)$. One pair thus contributes

$$
\frac Vr\Big[\mathbf x_i(\mathbf n\cdot\mathbf v_i)-\mathbf x_j(\mathbf n\cdot\mathbf v_j)-\tfrac12(\mathbf x_i+\mathbf x_j)\,\mathbf n\cdot(\mathbf v_i-\mathbf v_j)\Big].
$$

The factor of $\mathbf n\cdot\mathbf v_i$ is $\mathbf x_i-\frac12(\mathbf x_i+\mathbf x_j)=\frac12r\mathbf n$. The factor of $\mathbf n\cdot\mathbf v_j$ is $-\mathbf x_j+\frac12(\mathbf x_i+\mathbf x_j)=\frac12r\mathbf n$ as well. The pair contributes $\frac12V\mathbf n[\mathbf n\cdot(\mathbf v_i+\mathbf v_j)]$. Adding this to (7) and comparing with (1) gives

$$
\frac{d\mathbf G}{dt}=c^2\mathbf P. \tag{8}
$$

For periodic motion $\mathbf G$ returns to its initial value, so the average of $\mathbf P$ is zero. In steady flow $\mathbf G$ is constant and $\mathbf P$ itself is zero. This completes the proof.

Equation (8) was also tested on four charges with random positions and velocities, with added forces normal to the velocities. The two sides agreed to $2\times10^{-11}$, relative to the $1/c^2$ part of the momentum.

The proof also shows where the statement fails. If external forces $\mathbf F_i$ do work, the right side of (8) gains $\sum_i\mathbf x_i(\mathbf F_i\cdot\mathbf v_i)$. Suppose that power $W$ is fed in at $\mathbf x_1$ and taken out at $\mathbf x_2$, while $\mathbf G$ stays constant. Then $\mathbf P=W(\mathbf x_2-\mathbf x_1)/c^2$. The system then has net momentum, because energy flows steadily through it from source to sink.

## Carriers that repel each other

For interacting carriers, $Q\mathbf A(\mathbf R)/c$ is only part of the field momentum. Put six electrons on the same ring, each repeating the motion of the next with a delay of $T/6$, and a charge $+6$ at the centre. The averages along $y$ are, in units of $10^{-6}$ a.u.:

- mechanical momentum: $+6.045$;
- field momentum of the electrons with $Q$: $-4.440$;
- field momentum among the electrons: $-1.605$.

The sum is zero within rounding. The second entry is six times the one-electron value, because by (3) it depends on the path and the current and not on the speed profile. The mechanical momentum is 1.36 times as large as this entry, so a balance with $Q\mathbf A(\mathbf R)/c$ alone would fail by 36 per cent of that term.

The mechanical part has grown because the speed varies more, from 0.9717 to 1.0577 a.u. A linear estimate shows how repulsion can do this. Let $\Omega=2\pi/T$, let $u=b\sin\Omega t$ be the leading angular displacement of an electron from uniform motion, and let $\tau\sin\Omega t$ be the leading torque from $Q$. The repulsion adds a restoring torque $-Ku$, with

$$
K=\sum_{j=1}^{5}V''(2\pi j/6)\,[1-\cos(2\pi j/6)]>0,
$$

where $V$ is the pair energy as a function of the angle between two electrons, and $V''>0$. From $ma^2\ddot u=\tau\sin\Omega t-Ku$ follows

$$
b=-\frac{\tau}{ma^2\Omega^2-K}.
$$

Compared with $K=0$, the response is either enlarged or reversed in sign. On the ring $V=1/[2a\sin(\alpha/2)]$ for an angle $\alpha$ between the electrons, so $K=\frac{1}{4a}\sum_{j=1}^{5}\frac{1+\cos^2(\pi j/6)}{\sin(\pi j/6)}=0.272$ hartree, while $ma^2\Omega^2=1$ hartree. The response is therefore enlarged, by the factor $1/(1-0.272)=1.37$, close to the 1.36 found above. The same sum for $N$ electrons exceeds $ma^2\Omega^2$ from $N=14$ on, and in the linear estimate the response, and with it the hidden momentum, then changes sign.

## Smooth flow and a wire at constant potential

In a continuous flow the interaction can be treated in mean field. Let the tube be thin but of finite thickness, and let $\Phi_{\rm tot}$ be the potential of all charges. The argument for (5) then gives $\mathbf P_{\rm mech}=-(I/c^2)\oint\Phi_{\rm tot}\,d\mathbf l$. The pair terms in (1) can be sorted as $\sum_iq_i\mathbf A(\mathbf x_i)/c$, where the sum includes the resting charges. Inserting the loop integral for $\mathbf A$ gives

$$
\mathbf P_{\rm field}=\frac{I}{c^2}\oint\sum_i\frac{q_i}{|\mathbf x_i-\mathbf x'|}\,d\mathbf l'=\frac{I}{c^2}\oint\Phi_{\rm tot}\,d\mathbf l' .
$$

The two cancel again. If induced charge makes $\Phi_{\rm tot}$ constant along the wire, as in an idealised perfect conductor, each of them is zero by itself. The term $Q\mathbf A(\mathbf R)/c$ is still present, but the induced charges sit in the same vector potential and cancel it within the field momentum. Such a loop has no hidden momentum, and needs none. The moving carriers alone cannot make $\Phi_{\rm tot}$ exactly constant, since that requires a uniform speed and hence a uniform carrier density. When they do the screening, this case is reached only in the limit $K\gg ma^2\Omega^2$, where the linear estimate scales the hidden momentum by $1/(1-K/ma^2\Omega^2)$.

## The small loop

For independent carriers and a loop much smaller than its distance from $Q$, write $\mathbf x=\mathbf x_0+\boldsymbol\xi$ and $\Phi\approx\Phi_0-\mathbf E\cdot\boldsymbol\xi$, with $\mathbf E$ the field of $Q$ at the loop. Equation (5) becomes

$$
\mathbf P_{\rm mech}=\frac{I}{c^2}\oint(\mathbf E\cdot\boldsymbol\xi)\,d\boldsymbol\xi .
$$

With the area vector $\mathbf S=\frac12\oint\boldsymbol\xi\times d\boldsymbol\xi$,

$$
\mathbf S\times\mathbf E=\tfrac12\oint\big[(\boldsymbol\xi\cdot\mathbf E)\,d\boldsymbol\xi-\boldsymbol\xi\,(\mathbf E\cdot d\boldsymbol\xi)\big]=\oint(\mathbf E\cdot\boldsymbol\xi)\,d\boldsymbol\xi ,
$$

because $\oint d[\boldsymbol\xi(\mathbf E\cdot\boldsymbol\xi)]=0$ makes the two halves equal. With the magnetic moment $\boldsymbol\mu=I\mathbf S/c$,

$$
\mathbf P_{\rm mech}=\frac{\boldsymbol\mu\times\mathbf E}{c},\qquad \mathbf P_{\rm field}=\frac{\mathbf E\times\boldsymbol\mu}{c}.
$$

For the ring this replaces $g$ by $\pi a^2/d^2=0.785$. The full integral is 1.112 times as large as this estimate, since $a/d=1/2$ is not small.

## How static is a current of few carriers?

For a finite number of carriers the momentum vanishes on average and not at each instant. The sum $\sum m\mathbf v$ ripples about zero. The carriers exchange this momentum with the anchored walls and, through the Coulomb forces, with the supports that hold the resting charges. For six equally delayed independent electrons the ripple reaches $4\times10^{-3}$ a.u., about a thousand times their hidden momentum of $4.4\times10^{-6}$ a.u. With 24 electrons it is $6\times10^{-8}$ against $1.8\times10^{-5}$ a.u., and with 36 it is $3\times10^{-11}$ against $2.7\times10^{-5}$ a.u. The numerical output below lists these values. For independent carriers and $d=2a$ the ripple falls rapidly while the hidden momentum grows in proportion to the current, so the static loop is approached with a few dozen carriers. Both conditions matter. The closer $Q$ is to the ring, the more slowly the ripple falls. At $d=1.2a$, 36 independent electrons still ripple by about $5\times10^{-3}$ a.u. against a hidden momentum of $1\times10^{-4}$ a.u. For repelling carriers the hidden momentum is not proportional to the current, because $K$ grows with $N$ ($K=2.14$ hartree for 24 electrons) and reverses its sign. Independent classical electrons at this density are a formal device: 36 of them are 1.7 bohr apart, less than their de Broglie wavelength of 6.3 bohr.

## Numbers as computed

```
speed of light c = 137.035999 a.u.
ring radius a = 10.0 bohr, charge distance d = 20.0 bohr
carrier charge q = -1 e, mass m = 1 m_e, Q = +1 e
mean speed = 1.0 a.u., period = 62.8319 a.u.
TESTS OF THE GENERAL STEPS
energy-centre theorem, relative error = 2.1e-11
Darwin kernel vs 1/r kernel, bent loop, rel. error = 2.5e-15
loop integral of dl/|r-R| (y) = 0.873153 (dimensionless)
same from E x B over all space = 0.873152 (dimensionless)
dipole estimate pi a^2/d^2 = 0.785398 (dimensionless)
loop integral / dipole estimate = 1.1117
ONE ELECTRON (period averages, y components)
current I = -1.591549e-02 a.u.
speed nearest to Q = 1.045945 a.u.
speed farthest from Q = 0.980137 a.u.
energy m v^2/2 + q Phi = 0.447001 hartree
spread of that energy along the orbit = 1.1e-13 hartree
average of m v = -5.2e-17 a.u.
hidden mechanical momentum = 7.400157e-07 a.u.
field momentum, Darwin pair term = -7.400157e-07 a.u.
field momentum, Q I g/c^2 = -7.400157e-07 a.u.
sum of hidden and field momentum = -1.6e-21 a.u.
hidden momentum in SI = 1.4747e-30 kg m/s
SIX REPELLING ELECTRONS (period averages, y components)
current I = -9.549297e-02 a.u.
speed nearest to Q = 1.057730 a.u.
speed farthest from Q = 0.971676 a.u.
hidden mechanical momentum = 6.044771e-06 a.u.
field momentum with Q = -4.440094e-06 a.u.
field momentum among electrons = -1.604677e-06 a.u.
field momentum with central charge = 2.2e-20 a.u.
sum of all parts = 7.8e-21 a.u.
hidden momentum / |field momentum with Q| = 1.3614
hidden momentum in SI = 1.2046e-29 kg m/s
RIPPLE max|sum m v|, INDEPENDENT ELECTRONS, vs hidden momentum
N =  6: ripple = 4.2e-03 a.u., hidden = 4.44e-06 a.u.
N = 12: ripple = 1.1e-04 a.u., hidden = 8.88e-06 a.u.
N = 24: ripple = 6.1e-08 a.u., hidden = 1.78e-05 a.u.
N = 36: ripple = 3.3e-11 a.u., hidden = 2.66e-05 a.u.
```
